# Why sticking at a diffusion-fed wall carries the factor s/(1-s/2)

**Question.** A dilute reactant diffuses through a carrier gas to a reactor wall, where each molecule that strikes sticks with probability $s$. A gas of density $n$ and mean molecular speed $c$ strikes a wall at the rate $nc/4$, so one would expect a reaction velocity $sc/4$. Why is $\frac{s}{1-s/2}\,\frac{c}{4}$ used instead, and must it be so?

**Answer.** The rate $nc/4$ belongs to a gas whose velocities are distributed equally over all directions. Such a gas sends as many molecules away from the wall as toward it, and so carries no net flux. A gas that feeds a surface by diffusion does carry one. Its velocity distribution is tilted toward the wall, and more molecules arrive than $nc/4$. The correction counts this excess.

**The balance at the wall**

Let $F_{\rm in}$ be the number of reactant molecules striking unit area per unit time, $F_{\rm out}$ the number leaving it, and $J$ the net flux, positive into the wall. By definition

$$J=F_{\rm in}-F_{\rm out}.$$

If sticking does not depend on speed or angle, and no reactant is created at the surface, then

$$J=sF_{\rm in},\qquad F_{\rm out}=(1-s)F_{\rm in}.$$

These relations are exact under the stated assumptions. What remains is to express $F_{\rm in}$ through the density that a continuum calculation supplies.

**The tilt that diffusion requires**

Let $x$ be the distance from a flat wall, and let $\mu$ be the cosine of the angle between a molecule's velocity and the direction toward the wall. The gas is isothermal. As a model of collisions, take elastic, isotropic scattering with a mean free path $\lambda$ independent of speed. A molecule of speed $v$ has $dx/dt=-v\mu$, so the steady distribution $f$ obeys

$$-v\mu\frac{\partial f}{\partial x}=-\frac{v}{\lambda}\left(f-\langle f\rangle\right),
\qquad\text{or}\qquad
\lambda\mu\frac{\partial f}{\partial x}=f-\langle f\rangle,$$

where $\langle f\rangle$ is the average over directions at fixed speed. Let $M(v)$ be the Maxwellian normalized to unit density, and let $n(x)$ be linear with slope $n'$. Try

$$f=M(v)\left[n(x)+\lambda n'\mu\right].$$

The left side is $\lambda\mu Mn'$, because $n''=0$. Since $\langle\mu\rangle=0$, the right side is also $M\lambda n'\mu$. The trial form is therefore a solution. At any point, molecules moving toward the wall last collided, on average, farther out, where the density is higher.

The isotropic term carries no net flux. The tilted term gives

$$J=\lambda n'\,c\,\langle\mu^2\rangle=\frac{\lambda c}{3}\,n',$$

so $J=Dn'$ with $D=\lambda c/3$.

Now count only the molecules moving toward the wall, $0<\mu<1$. The fraction of directions in $d\mu$ is $d\mu/2$, hence

$$F_{\rm in}=\frac{nc}{2}\int_0^1\mu\,d\mu+\frac{\lambda n'c}{2}\int_0^1\mu^2\,d\mu
=\frac{nc}{4}+\frac{\lambda n'c}{6}.$$

The last term is half of $J=\lambda n'c/3$. For molecules moving away the isotropic contribution is the same, while the tilt removes molecules:

$$F_{\rm in}=\frac{nc}{4}+\frac J2,\qquad F_{\rm out}=\frac{nc}{4}-\frac J2.$$

For $\lambda n'/n=0.30$, integration over the full velocity distribution gives $F_{\rm in}=0.300\,nc$ and $F_{\rm out}=0.200\,nc$. Their difference is the diffusion flux $0.100\,nc$.

The equal split does not depend on this collision model. Any part of $f$ that is odd in the normal velocity becomes even when multiplied by that velocity, so each half of velocity space supplies half of its flux.

**The reaction velocity**

Extend the linear density profile of the bulk gas to $x=0$ and call its value there $n_w$. This is the wall density in a continuum calculation. The closure consists in using the bulk distribution right up to the wall. Then $J=sF_{\rm in}$ becomes

$$J=s\left(\frac{n_wc}{4}+\frac J2\right)
\quad\Longrightarrow\quad
J\left(1-\frac s2\right)=s\,\frac{n_wc}{4},$$

and therefore

$$J=kn_w,\qquad k=\frac{s}{1-s/2}\,\frac c4 .$$

For $s\ll1$ almost every molecule returns, the gas at the wall is nearly isotropic, and $k\to sc/4$. For $s=1$ nothing returns. Setting $F_{\rm out}=0$ gives $J=n_wc/2$, twice the isotropic estimate.

**How strict is the "must"?**

The consistency argument requires a correction, but the number $1/2$ rests on the closure. Within a few mean free paths of the wall, in the Knudsen layer, the true distribution differs from the bulk form. The closure shows its own limit. From $J=\lambda cn'/3$ and $J=kn_w$,

$$\frac{\lambda n'}{n_w}=\frac{3J}{n_wc}=\frac34\,\frac{s}{1-s/2}.$$

This exceeds 1 when $s>0.8$, and the assumed distribution is then negative for molecules leaving nearly perpendicular to the wall. The total outgoing flux still satisfies the balance at the wall, but its distribution over angle is not physical.

The same collision model can be solved with the Knudsen layer included. Suppose molecules that do not stick are re-emitted diffusely, with the angular and speed distribution of an equilibrium gas at the wall temperature. Start with a perfectly absorbing wall and write its extrapolated density as $4(1-\beta)J/c$, which defines the number $\beta$. For $s<1$, add a uniform equilibrium gas of density $n_r$. It carries no net flux and supplies the re-emitted molecules:

$$\frac{n_rc}{4}=F_{\rm out}=\frac{1-s}{s}\,J .$$

The transport equation is linear, so the densities add:

$$n_w=\frac{4J}{c}\left[(1-\beta)+\frac{1-s}{s}\right]
=\frac{4J}{c}\left(\frac1s-\beta\right).$$

Thus $k=\frac{s}{1-\beta s}\frac c4$. The form survives, and only the number changes. Numerical solution of the transport equation gives $\beta=0.467$ instead of $0.5$. Relative to this kinetic result, the usual law is too high by 0.35% at $s=0.1$, 2.2% at $s=0.5$ and 6.6% at $s=1$. With mirror-like re-emission the first two excesses become 0.69% and 3.4%. The value of $\beta$ belongs to this collision model: with a speed-independent collision rate and full thermalization at each collision it is about 0.43, and the usual law is then too high by about 15% at $s=1$.

A simulation of individual molecular flights gives a separate test. Consider a slab of thickness $L=2\lambda$, with an equilibrium reservoir on one side and the wall on the other. Let $P$ be the fraction of entering molecules that the wall absorbs. If the Knudsen layers at the two faces do not disturb each other, the density drops add. In units of $4J/c$ they are $1/s-\beta$ at the wall, $3L/(4\lambda)$ across the gas, and $1-\beta$ at the reservoir face, which absorbs every molecule that reaches it. For $s=1$,

$$\frac1P=0.533+1.500+0.533=2.566 .$$

The simulation gives 2.557, with a statistical uncertainty of about 0.005. Using $k=c/4$ at the wall would give 3.033. For $s=0.5$ the prediction is 3.566 and the simulation gives 3.569, with an uncertainty of about 0.009.

**Which density is meant?**

The coefficient belongs to the extrapolated density $n_w$. If the actual density at the surface is used instead, the kinetic solution has 0.567 in place of 0.467.

The opposite limit, with no collisions between a reservoir of density $n_R$ and the wall, shows why the distinction matters. The arriving flux is then $n_Rc/4$, so $J=sn_Rc/4$, and no correction belongs in a formula written with $n_R$. The local density, however, consists of an arriving half $n_R/2$ and, if re-emission is again diffuse at the gas temperature, a returning part $(1-s)n_R/2$. The sum is $n_R(1-s/2)$. Written with this local density, the same flux acquires the factor $s/(1-s/2)$.

**What it does to a deposition rate**

Let the reactant density be held at $n_b$ at a distance $\delta\gg\lambda$ from the wall. Diffusion gives $J=D(n_b-n_w)/\delta$, and the wall gives $n_w=J/k$. Eliminating $n_w$,

$$J=\frac{n_b}{\delta/D+1/k},\qquad
\frac1k=\frac{4}{c}\left(\frac1s-\frac12\right)=\frac{4}{sc}-\frac2c .$$

The correction removes a fixed resistance $2/c$, whatever the value of $s$. Compared with the diffusion resistance it is

$$\frac{2/c}{\delta/D}=\frac{2D}{c\delta}=\frac{2\lambda}{3\delta}.$$

A factor of two in $k$ can therefore have little effect on the rate. When $s$ is near 1 and the correction is large, diffusion limits the supply.

Take 1% NH$_3$ in N$_2$ at 1050 K and 1 Torr, with $\delta=10$ mm and a rough diffusivity of 1200 cm$^2$/s. The mean speed of NH$_3$ is $c=1.143\times10^5$ cm/s, so

$$\lambda=\frac{3D}{c}=\frac{3600}{1.143\times10^5}\ \text{cm}=0.0315\ \text{cm}.$$

The diffusion velocity is $D/\delta=1200$ cm/s, and $n_b=9.20\times10^{13}$ cm$^{-3}$. In the limiting case $s=1$, the law gives $k=c/2=5.71\times10^4$ cm/s (571 m/s), and

$$\frac{n_w}{n_b}=\frac{D/\delta}{D/\delta+k}=\frac{1200}{1200+57126}=0.0206,$$

$$J=kn_w=1.08\times10^{17}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

With $k=c/4$ the wall density would be $0.0403\,n_b$, almost twice as large, yet the flux would change little: the corrected flux is 2.1% higher at the same $n_b$. This gain is nearly proportional to the assumed diffusivity: the Fuller correlation gives about 1550 cm$^2$/s, with which the gain would be about 2.6%. At $s=0.1$ the correction raises $k$ from 2856 to 3007 cm/s and the flux by 1.5%. At $s=0.001$ the flux gain is 0.05%.

The correction matters more when $s$ is inferred from a known $k$. If $k$ follows the law above, the uncorrected rule returns $4k/c=s/(1-s/2)$, which exceeds 1 for $s>2/3$ and equals 2 for a perfectly absorbing wall. With the kinetic value of $k$ it would return 1.88 for such a wall, still an impossible probability.

**Beside a real reactor**

The temperature and pressure are roughly those of low-pressure nitride deposition. Ammonia on a hot growing film is expected to lie toward the low end of the range of $s$, where the correction is negligible; $s=1$ is a limiting case, not a property of ammonia. A 1% fraction is also far more dilute than a feed in which ammonia is a main constituent.

At $s=1$ the neglected effects compare with the 2.1% flux gain as follows. In the collision model used here, the Knudsen layer lowers the flux by 0.13%; a model with a speed-independent collision rate and full thermalization at each collision gives about 0.3%. If no gaseous products return, the net flow toward the wall raises it by 0.50%; returning products reduce this gain, and can reverse its sign if they outnumber the ammonia molecules consumed and do not diffuse much faster than ammonia. The effect grows with the reactant fraction, and a concentrated feed needs a multicomponent treatment. A 50 K difference between gas and wall changes $c$ by about 2.4%, and hence $k$ at fixed $s$. Through $k$ alone this moves the flux by only about 0.05%, because the wall supplies only about 2% of the total resistance. The larger effect is in the gas. At fixed pressure the product of total density and diffusivity grows roughly as $T^{0.75}$. With the gas at distance $\delta$ kept at 1050 K, a wall 50 K hotter therefore raises the flux by about 1.7%, and a wall 50 K colder lowers it by about as much. Either change is nearly as large as the correction itself. Thermal diffusion adds a flux proportional to the local reactant density, which here averages about $n_b/2$ across the layer. With a rough thermal-diffusion factor of 0.1, the same temperature difference therefore shifts the flux by about half of $0.1\times50/1050=0.48\%$, or 0.24%, with a sign that depends on the gas pair and on which side is hotter. Gas-phase reactions can be ignored only if they are much slower than diffusion across the layer, which takes about $\delta^2/D=0.83$ ms. A first-order loss with a time constant ten times as long still lowers the flux by about 1.7%.

The law as written also takes the wall to be flat on the scale of $\lambda\approx0.3$ mm. Much finer texture gives a molecule several chances to stick before it leaves, and can be represented by a larger effective $s$ at the envelope of the surface. Inside such features, however, molecules fly from wall to wall, and a continuum density with this boundary law no longer describes their supply. The numerical output below lists the remaining values of $s$.

## Table of computed values

```
KINETIC TESTS
gradient parameter lambda*n'/n: 0.30
inward flux / (n c): 0.3000
outward flux / (n c): 0.2000
net flux / (n c): 0.1000
beta, extrapolated density: 0.4672
beta, true wall density: 0.5670
law above kinetic k, diffuse, s=0.1: 0.35 %
law above kinetic k, diffuse, s=0.5: 2.19 %
law above kinetic k, diffuse, s=1.0: 6.57 %
law above kinetic k, specular, s=0.1: 0.69 %
law above kinetic k, specular, s=0.5: 3.37 %
law above kinetic k, specular, s=1.0: 6.57 %
Monte Carlo slab thickness: 2.0 mean free paths
s=0.5 1/absorbed: MC 3.569, theory 3.566
s=1.0 1/absorbed: MC 2.557, theory 2.566
same, s=1.0, uncorrected wall rule: 3.033
EXAMPLE: NH3 in N2
temperature: 1050 K; pressure: 1.0 Torr
layer: 10.0 mm; NH3 fraction: 1.0 %
diffusivity (rough input): 1200 cm2/s
mean speed c: 1.1425e+05 cm/s
c/4: 2.8563e+04 cm/s
transport mean free path: 0.315 mm
lambda/layer: 0.0315
diffusion velocity D/layer: 1200.0 cm/s
NH3 bulk density: 9.197e+13 cm^-3
s | factor | k uncorrected | k law | k kinetic (cm/s)
0.001 | 0.00100 | 28.6 | 28.6 | 28.6
0.010 | 0.01005 | 285.6 | 287.1 | 287.0
0.100 | 0.10526 | 2856.3 | 3006.6 | 2996.3
0.500 | 0.66667 | 14281.4 | 19041.9 | 18634.0
1.000 | 2.00000 | 28562.9 | 57125.7 | 53605.5
s | n_w/n_bulk uncorr. | law | flux law (cm^-2 s^-1) | flux gain %
0.001 | 0.97675 | 0.97674 | 2.5670e+15 | 0.0489
0.010 | 0.80774 | 0.80696 | 2.1304e+16 | 0.4055
0.100 | 0.29584 | 0.28526 | 7.8878e+16 | 1.5014
0.500 | 0.07751 | 0.05928 | 1.0382e+17 | 1.9761
1.000 | 0.04032 | 0.02057 | 1.0809e+17 | 2.0574
k law at s=1, converted: 571.3 m/s
removed/diffusion resistance: 2.101 %
NEGLECTED EFFECTS, s=1
Knudsen layer, flux: -0.135 %
net flow to wall, flux: 0.503 %
50 K gap, mean speed: 2.35 %
thermal diffusion (factor 0.1), flux: 0.48 %
diffusion time layer^2/D: 0.833 ms
```
